Charge sloshing in metallic slabs: linear, Kerker and Broyden mixing

Q: My electronic-structure runs on metal slabs converge well for five layers. For forty layers of the same metal the charge swings from one face to the other, unless I mix in so little new density that the run takes thousands of steps. Why should thickness matter, when a metal screens within about one layer?

A: The converged charge is indeed local, but the iteration reaches it through charges that are not yet screened. To see this we need only one number per layer. In a calculation that divides all space into atomic cells, it is the sum of the excess electron numbers of the atoms in the layer, divided by the area.

Take N layers with spacing d and thickness L = Nd, in atomic units. Let q_j be the excess number of electrons per area in layer j, with Σ_j q_j = 0. Each layer acts as a uniformly charged sheet. The potential energy V of an electron obeys V″ = −4πn, where n is the excess electron density, so a sheet q_j at z_j gives −2πq_j|z − z_j|. Hence

V_i = −2πd Σ_j |i−j| q_j, or V = Cq.

One pass through the self-consistency cycle takes an input q and returns an output F(q). I use the simplest metal, in which each layer responds to its own potential as a free-electron gas:

F_i(q) = d n(μ − V_i − w_i) − d n₀,
n(x) = (2x)^{3/2}/(3π²).

Here n₀ is the positive background density, w_i is a fixed level shift of layer i, and the Fermi level μ is chosen in each pass so that the slab stays neutral. Exchange-correlation and the electrostatics within a layer are left out.

Q: How does this cycle react to a small error in the input?

A: Let q* be the solution, F(q*) = q*, and e = q − q* the error. The density of states per volume is D = dn/dx = (2x)^{1/2}/π². At the Fermi energy this is k_F/π², and the Thomas-Fermi wave number follows from k_TF² = 4πD. To first order, with D taken equal in all layers,

δF_i = −Dd(δV_i − δμ).

The output must stay neutral, so the sum over i vanishes and δμ is the mean of δV. Let P be the matrix that subtracts the mean. Then δF = −Dd PCe. The residual R(q) = F(q) − q, which is what the calculation shows you, becomes

R = δF − e = −(1 + Dd PC)e = −εe.

The matrix ε is the dielectric matrix of the layer charges. Its eigenvalues decide how small errors behave under mixing.

Q: Can you find them without a computer?

A: Yes. Define the cumulated charge S_j = q_1 + … + q_j. When we go from layer j to j+1, the distance to every layer i ≤ j grows by one spacing and the distance to every layer i > j shrinks by one. The layers beyond j carry the charge −S_j, by neutrality. So

V_{j+1} − V_j = −2πd[S_j − (−S_j)] = −4πd S_j.

Now try a standing wave, q_j = cos[(j−½)θ] with θ = πm/N and m = 1, …, N−1. Its partial sums are

S_j = sin(jθ)/[2 sin(θ/2)],

because 2 sin(θ/2)cos[(i−½)θ] = sin(iθ) − sin[(i−1)θ], and the sum telescopes. At j = N we get sin(πm) = 0, so the wave is neutral. The difference of neighbouring charges is

q_{j+1} − q_j = −2 sin(θ/2) sin(jθ).

Eliminate sin(jθ) between the last two lines: S_j = −(q_{j+1} − q_j)/[4 sin²(θ/2)]. Therefore

V_{j+1} − V_j = {4πd/[4 sin²(θ/2)]}(q_{j+1} − q_j).

The potential is thus the same standing wave times the factor in braces, plus a constant that P removes. Multiplying by Dd and using 4πD = k_TF² gives

ε_m = 1 + (k_TF d)²/[4 sin²(πm/2N)].

These N−1 waves have different eigenvalues of a symmetric matrix, so they are orthogonal and span all neutral charges.

Q: And the thickness dependence?

A: The largest eigenvalue belongs to m = 1, half a cosine wave across the slab. For small x, 1/sin²x = 1/x² + 1/3 + …, and with x = π/2N

ε_1 ≈ 1 + (k_TF L/π)² + (k_TF d)²/12.

So the growth is (k_TF L)² with a prefactor 1/π². The last term does not depend on L.

For numbers I choose a Fermi energy of 5 eV and d = 2 Å. Then k_TF = 1.660 Å⁻¹ (0.8786 bohr⁻¹) and (k_TF d)² = 3.3204² = 11.03. For N = 20, L = 40 Å, we have 4 sin²(π/40) = 0.02462 and ε_1 = 1 + 11.03/0.02462 ≈ 449. The continuum law 1 + (k_TF L/π)² gives 448, and the difference is the 11.03/12 = 0.92 just found. For 10, 20, 40 and 80 Å the values of ε_1 are 30, 114, 449 and 1789. As a test, the nonlinear map F was differentiated numerically for the uniform 20-layer slab. All nineteen eigenvalues agreed with the formula to a relative 10⁻⁵.

Q: What is the physical picture behind such a large number?

A: Move a small charge S per area from one face to the other. The field between the faces gives a potential difference 4πSL, which grows with the distance. The metal in the next pass does not know that this charge is an error. It answers the potential with a flow in the opposite direction, and the volume that can supply this flow also grows with L. One factor L comes from the potential and one from the supply. For the half wave the answer is ε_1 − 1 times the original error, with reversed sign.

The boundary matters. In a periodic cell of length L completely filled with the metal, the longest wave has wave number 2π/L instead of π/L. Since V″ = −4πn gives V = 4πn/k² for a wave of wave number k, the largest eigenvalue is then 1 + (k_TF L/2π)². The prefactor 1/π² holds for an isolated slab. A slab repeated periodically with a vacuum gap and no dipole correction lies between the two cases, and for a fixed gap it moves toward the filled cell as L grows. For 40 layers ε_1 is 563 with 10 Å of vacuum and 618 with 15 Å, against 1789 for the isolated slab and 449 for the filled cell. In the other limit, k_TF L ≪ π, the excess over 1 would be small, but for the metal chosen here π/k_TF is only 1.9 Å, less than one layer spacing, so no slab of it reaches this limit.

Q: You left out the electrostatics inside a layer. Could it spoil the law?

A: Suppose it adds a local term Uq_i to V_i. Then every ε_m is shifted by the same number DdU. The shift changes the ratios of eigenvalues but not the L² growth of the largest one.

Q: My electrons are quantum mechanical, and their response is not local. Does the law survive?

A: The leading term does, for independent electrons. Put them between hard walls a distance L apart, with states sin(mπz/L) across the slab and free motion along it. The density of states of one subband is 1/π per area, both spins included, so a subband with bottom e_m holds f_m = (E_F − e_m)/π electrons. For two occupied subbands the weight in the static response is

−(f_m − f_n)/(e_m − e_n) = 1/π.

The normalized wave √(2/L) cos(πz/L) couples m with m ± 1, with matrix element ½√(2/L). There are about M = k_F L/π occupied subbands, hence about 2M ordered pairs. The response is

(1/π)(2M)(1/4)(2/L) = M/(πL) = k_F/π² = D,

which is the local value. The Coulomb factor for this wave is 4π(L/π)², so the eigenvalue is again 1 + (k_TF L/π)² to leading order. The pair count is uncertain by a number of order one, which means a relative correction of order 1/M.

The full calculation, with the coupling between waves but without exchange-correlation, gives 0.932, 0.966 and 0.983 times the law at 40, 80 and 160 Å. The deficit halves when L doubles, as a 1/M correction should. These ratios are for a fixed Fermi energy of 5 eV and a flat potential between the walls. If the bulk electron density is fixed instead, they are 0.95 and 0.97 at 40 and 80 Å. Between 40 and 160 Å the effective power of L is 2.04.

Q: Now connect this with mixing. What does linear mixing do to the error?

A: It sets q_new = q + αR. Subtract q* and insert R = −εe:

e_new = (1 − αε)e.

Each standing wave is multiplied by its own factor 1 − αε_m. All factors must lie between −1 and 1. Since all ε_m are positive, this requires

0 < α < 2/ε_1.

For 20 layers the limit is 0.0045 and for 40 layers 0.0011. If α is 5 per cent above the limit, the factor of the longest wave is 1 − 2.10 = −1.10. As long as it is small, this wave grows by ten per cent per step and changes sign every time. This is how the swing between the faces begins.

I started the nonlinear 20-layer cycle from tiny random charges at this α. After 100 steps the error had grown 4600-fold. Its overlap with the half cosine was 0.999999 and its factor per step −1.100. At 5 per cent below the limit the error shrank to 0.0007 of its start in 400 steps.

Q: So I stay below the limit. Why is it still so slow?

A: Because α is small for all waves, including those that never needed it. The shortest wave has an ε_min that falls from 4.05 for 5 layers to the limit 1 + (k_TF d)²/4 = 3.76 for thick slabs, and it shrinks only by 1 − αε_min per step. The best α makes the two extreme factors equal in size:

1 − αε_min = αε_1 − 1, so α = 2/(ε_1 + ε_min).

Insert this α. With κ = ε_1/ε_min the common size is

ρ = (κ − 1)/(κ + 1).

The residual obeys the same recursion as the error, so in the linear regime its norm falls at least as fast as ρ^k. For large κ, ln(1/ρ) ≈ 2/κ. A reduction by 10⁶ then takes at most about

k ≈ (κ/2) ln 10⁶ = 6.9κ

steps. Since κ ∝ L², so is k. For 20 layers κ = 118.9 and k ≈ 821. The value ε_min ≈ 3.8 comes from allowing only one charge per 2 Å layer. If each layer is split into eight thinner sheets, ε_1 hardly changes, but ε_min drops to 1.04 and κ rises to 429. A finer description of the charge therefore makes linear mixing slower still.

To have a real iteration, I raise the level of the first layer by 0.05 eV and solve the full nonlinear equations, starting from q = 0. With the best α, linear mixing needs 50, 194, 757 and 2948 steps for 5, 10, 20 and 40 layers. The last doubling multiplies the count by 3.9. The counts lie below the estimate, by 8 per cent at 20 layers. That is the allowed side, since the estimate assumes that the whole residual sits in the slowest waves.

Q: What do those thousands of steps finally produce?

A: A very local answer. In units of 10⁻⁶ electrons per Å², the first four layers of the 40-layer slab carry −117.6, 108.6, 8.4 and 0.65. The raised layer loses electrons and its neighbour takes most of them.

The decay can be derived. At the solution, away from the raised layer, q_j = −Dd(V_j − δμ) to first order, where V_j is the potential made by the layer charges. Take the second difference. From V_{j+1} − V_j = −4πdS_j we get V_{j+1} − 2V_j + V_{j−1} = −4πd q_j, so

q_{j+1} − 2q_j + q_{j−1} = (k_TF d)² q_j.

A solution that falls by a factor r per layer needs r + 1/r = 2 + 11.03, which gives r = 12.95. The computed ratio 108.56/8.38 is also 12.95. So your picture of screening is right for the solution. The dielectric matrix is large for long waves because screening is strong there, and a simple iteration has to build up that screening by trial and error.

Q: Then I should mix the long waves less and the short waves normally. Is that Kerker's scheme?

A: Yes. On layers it uses the second difference

(Gq)_j = (2q_j − q_{j−1} − q_{j+1})/d²,

with (q_1 − q_2)/d² in the first layer and the mirror expression in the last. The standing waves are eigenvectors of G as well. With the charge difference found before,

(q_j − q_{j+1}) − (q_{j−1} − q_j) = 2 sin(θ/2){sin(jθ) − sin[(j−1)θ]} = 4 sin²(θ/2) q_j.

The end layers fit because sin 0 = sin(Nθ) = 0. So the eigenvalues are g_m = 4 sin²(πm/2N)/d², and the dielectric eigenvalues can be written ε_m = 1 + k_TF²/g_m. Kerker mixing is

q_new = q + αKR, K = G(G + k₀²)⁻¹.

In practice one solves the tridiagonal system (G + k₀²)x = GR and adds αx. The fixed point does not change, since K is invertible on neutral charges. The error now follows e_new = (1 − αKε)e, and Kε has the eigenvalues

[g/(g + k₀²)] × [(g + k_TF²)/g] = (g + k_TF²)/(g + k₀²).

The dangerous 1/g has cancelled. For long waves the value tends to (k_TF/k₀)², however thick the slab is.

Q: Do I have to know k_TF well?

A: Not precisely, as long as α is matched to k₀. With k₀ = k_TF every eigenvalue would be 1 in this model, and α = 1 would remove a small error in one step to first order. I take a poor guess, k₀ = 1.2 Å⁻¹. The long-wave end is then (1.660/1.2)² = 1.91. At the short-wave end g ≈ 4/d² = 1 Å⁻², which gives (1 + 2.76)/(1 + 1.44) = 1.54. With α = 0.5 the factors 1 − αKε lie between 1 − 0.96 = 0.04 and 1 − 0.77 = 0.23. The slowest one needs ln 10⁶/ln(1/0.23) ≈ 9.4 steps. The nonlinear slabs need 9 steps for each of the four thicknesses. With eight thinner sheets per layer the short-wave end moves to about 1, and the 40 Å slab needs 17 steps at the same α.

If k₀ is chosen too small, K approaches the unit matrix and sloshing returns, since α must then stay below 2(k₀/k_TF)² in a thick slab. For k₀ = 0.8 Å⁻¹ this limit is 0.46, so α = 0.5 already fails. A k₀ that is too large calls for a larger α: at α = 0.5 the 40-layer slab needs 54 steps with k₀ = 2.5 Å⁻¹.

Q: Should I then use Kerker mixing for every slab, also for an insulating one?

A: No. Let electrons move only across the bonds between neighbouring layers, in proportion to the potential difference. The number passing from j to j+1 is t_j = b(V_j − V_{j+1}), with b the number of electrons moved per area and per unit of potential difference. This flow lowers the cumulated charge on the left of the bond, so

S_j(out) = −t_j = b(V_{j+1} − V_j) = −4πbd S_j.

Every charge pattern is answered with the same factor, and ε = 1 + 4πbd for all waves and all thicknesses. With b chosen so that ε = 10, the eigenvalues computed from the layer matrices are 10 for 10 and for 40 layers. There is no sloshing problem, and linear mixing with α = 0.1 removes a small error at once.

With the metallic K the eigenvalues become 10g/(g + k₀²). The smallest one is 0.167 for 10 layers and 0.0107 for 40, falling nearly as 1/L². The largest is about 10/2.44 = 4.1, so α must stay below 0.49. At α = 0.4 the longest wave in 40 layers loses only 0.4 per cent per step. The cure for the metal has become the cause of slowness. A slab that is partly metal and partly insulator or vacuum is not covered by either formula, because both assume the same response in all layers.

Q: Broyden mixing does not ask me whether the slab is a metal. How does it manage?

A: It learns ε from the steps already made. Each past step gives a pair: a change Δq_i of the input and the change ΔR_i of the residual. The variant that keeps all pairs looks for the combination with the smallest predicted residual,

R̄ = R − Σ_i γ_i ΔR_i, with γ chosen to minimize ‖R̄‖,
q̄ = q − Σ_i γ_i Δq_i,

and then sets q_new = q̄ + αR̄. This is a Newton step q_new = q − BR with an approximate inverse Jacobian B. If the ΔR_i are linearly independent and no singular values are dropped, it satisfies BΔR_i = Δq_i for all stored pairs, and B = −α on residuals orthogonal to them. Indeed R = Σγ_iΔR_i + R̄, and R̄ is orthogonal to all ΔR_i by the least-squares condition, so BR = Σγ_iΔq_i − αR̄.

Q: How many steps does the learning take?

A: For a linear map one can bound it. The first step is αR_0. Each later residual is R_0 − ε(q − q_0), so each step multiplies by ε at most once more. After k steps the stored changes lie in the space spanned by R_0, εR_0, …, ε^{k−1}R_0. They also fill it. The minimum makes R̄ orthogonal to ε times this space. If R̄ lay inside the space, then R̄ᵀεR̄ = 0, and since ε is positive this means R̄ = 0, the solution. Otherwise R̄ adds a new direction. Therefore

‖R̄_k‖ = min ‖p(ε)R_0‖

over all polynomials p of degree k or less with p(0) = 1. Linear mixing corresponds to one of them, (1 − αx)^k. A better choice is the Chebyshev polynomial T_k, scaled to stay within ±1 between ε_min and ε_1 and divided by its value at x = 0. That value is T_k[(κ+1)/(κ−1)] = ½(s^k + s^{−k}) with s = (√κ+1)/(√κ−1), because s + 1/s = 2(κ+1)/(κ−1). Hence

‖R̄_k‖ ≤ 2s^{−k}‖R_0‖.

Since ln s ≈ 2/√κ, the number of stored pairs that this bound requires grows as √κ, that is as L instead of L². For 20 layers it gives ln(2×10⁶)/0.184 ≈ 79 pairs for the predicted residual. The residual actually computed next is (1 − αε)R̄_k, which takes one more step and can be larger by up to the factor max|1 − αε_m|.

Q: Is that what you find?

A: It is better than the bound. With α = 0.02, and with singular values below 10⁻⁸ of the largest dropped in the least-squares fit, the nonlinear slabs need 7, 14, 21 and 27 steps. The counts for the thicker slabs depend on this cut-off: for 40 layers they run from 25 at a cut-off of 10⁻⁴ to 47 at 10⁻¹³. For 10 layers and more, this α lies above the stability limit of linear mixing. The long wave does grow in the first step, but the growth is recorded and then used to remove it.

One way a linear map can beat the bound is that only a few eigenvalues are large. A factor (1 − x/ε_1) in p removes the longest wave altogether and is smaller than 1 for all others. Remove five waves in this way for N = 20. The largest remaining eigenvalue is ε_6 = 14.4, the ratio to ε_min is 3.8, and s = 3.1. Then 5 + ln(2×10⁶)/ln 3.1 ≈ 18 stored pairs suffice to bring the predicted residual down by 10⁶.

A linear map would also end after at most N steps, when the pairs span all N−1 neutral patterns. The runs with 5, 10 and 20 layers take 7, 14 and 21 steps, longer than that, and the 21 also exceeds the 18 found above. For these three slabs the small number of layers could by itself account for the gain over the bound; only the 40-layer run ends well before N steps. Both arguments hold for a linear map with all information kept, whereas here the map is nonlinear and nearly dependent pairs can be cut off. The linearized map needs 5, 11, 16 and 23 steps with the same α and cut-off, and 5, 10, 15 and 22 with a cut-off of 10⁻¹³, so most of the excess comes from the nonlinearity.

Q: Which one should I use for my forty layers?

A: If the charges you mix lie only in the layers of a uniform metal, Kerker mixing: 9 steps against 27 for Broyden and 2948 for linear mixing in this model. If you do not know the response of the slab, Broyden mixing is the safer start, because it measures the response instead of assuming it. The two can also be combined by replacing αR̄ with αKR̄; with k₀ = 1.2 Å⁻¹ and α = 0.5 the 40-layer slab then needs 6 steps. Your real calculation has more degrees of freedom than one charge per layer, so its counts will differ. If the mixing also covers the vacuum outside the slab, the Kerker count given here does not apply: K weakens long-wave corrections in the vacuum too, where there is no large metallic response to compensate for it. The numerical output lists the values for all four thicknesses.

Computed values

```
Fermi energy 5.00 eV, spacing 2.00 A
level shift of first layer 0.050 eV
electrons per layer area 0.10155 1/A^2
k_TF = 1.6602 1/A = 0.8786 1/bohr
k_TF*d = 3.3204
Kerker k0 = 1.20 1/A, alpha = 0.5
Broyden alpha = 0.02, residual reduction 1e-06
N, L (A), eps_1, 1+(k_TF L/pi)^2, eps_min, limit 2/eps_1:
  5   10.0     29.86     28.93   4.047 0.066969
 10   20.0    113.63    112.71   3.825 0.017600
 20   40.0    448.76    447.84   3.773 0.004457
 40   80.0   1789.28   1788.36   3.761 0.001118
N, best linear alpha, estimated steps, steps linear/Kerker/Broyden:
  5 0.058976     50.7     50    9    7
 10 0.017027    205.1    194    9   14
 20 0.004420    821.5    757    9   21
 40 0.001115   3286.7   2948    9   27
linear steps, N=40 over N=20: 3.894
N=20 finite-difference eps_1 = 448.761
N=20 norm ratio, 0.95 of limit, 400 steps: 6.72e-04
N=20 norm ratio, 1.05 of limit, 100 steps: 4.58e+03
growing mode: overlap with cosine 0.999999
growing mode: factor per step -1.1000
N=20 Kerker spectrum 1.5408 to 1.9102
N=20 kappa = 118.93, Chebyshev factor = 0.8320
N=20 linear map, Broyden residual, 8 secants: 1.003e-02
Chebyshev bound for the same: 4.593e-01
quantum box: L (A), eps_max, ratio to 1+(k_TF L/pi)^2:
  40.0     417.47 0.9322
  80.0    1727.45 0.9659
 160.0    7028.17 0.9829
quantum box: power of L from 40 to 160 A: 2.037
insulator N=10: eps 10.0000 to 10.0000, smallest with Kerker 0.16710
insulator N=40: eps 10.0000 to 10.0000, smallest with Kerker 0.01069
N=40 converged excess electrons, layers 1-4 (1e-6/A^2):
  -117.642 108.558 8.383 0.647
```
